# Why strong absorption can lower the loss of a phase-change coupler

## The decision: should a lossy film be ruled out?

In the layout of a photonic phase-change switch, one has to decide whether a crystalline film with a large absorption coefficient is acceptable on one arm of a directional coupler. Multiplying the film's absorption by the device length suggests that it is not. For the example used below, the loaded waveguide on its own loses 3.52 dB/µm, and the coupler is 31.4 µm long: about 111 dB. Yet light launched into the other, uncovered waveguide loses 1.50 dB in total.

The first estimate assumes that the light is in the absorbing guide. Strong absorption keeps it from getting there. The comparison is with a moderately absorbing film; a film with no absorption would lose nothing at all in this model.

## Model and power balance

Let guide 1 be lossless and guide 2 carry a uniform crystalline film. Each guide has one forward mode. Fields vary as $e^{i(\beta z-\omega t)}$, so a positive imaginary index means absorption. With the common factor $e^{i\beta_1z}$ removed, the amplitudes obey

$$a'=i\kappa b,\qquad b'=i\kappa a-gb,\qquad g=\gamma-i\delta,$$

with $a(0)=1$ and $b(0)=0$. The powers are $|a|^2$ and $|b|^2$, $\kappa$ is a real coupling rate, $\delta=\beta_2-\beta_1$ is the mismatch, and $\gamma$ is the amplitude absorption rate of guide 2. Its power absorption rate is therefore $2\gamma$. The model neglects reflection, overlap of the two mode fields, and absorption of guide 1's own tail in the film.

The two power equations are

$$\frac{d|a|^2}{dz}=2\,\mathrm{Re}(i\kappa a^*b)=-2\kappa\,\mathrm{Im}(a^*b),$$

$$\frac{d|b|^2}{dz}=2\,\mathrm{Re}(i\kappa b^*a)-2\gamma|b|^2=+2\kappa\,\mathrm{Im}(a^*b)-2\gamma|b|^2.$$

The exchange terms cancel in the sum $P=|a|^2+|b|^2$:

$$\frac{dP}{dz}=-2\gamma|b|^2.$$

The loss is a product of two factors: how fast the film absorbs, and how much power it holds. Raising the first can lower the second by more.

## Why little light enters the film

Multiply the equation for $b$ by $e^{gz}$. The left side becomes $(be^{gz})'$, and integration from zero gives

$$b(z)=i\kappa\int_0^z a(z')\,e^{-g(z-z')}\,dz'.$$

The field in guide 2 is a sum of contributions fed in along the coupler. In a matched, lossless coupler they add in phase over the whole transfer length $\pi/(2\kappa)$. Absorption removes the older contributions, so the sum extends back over a distance of about $1/\gamma$.

If $a$ changes little over the build-up distance, it can be taken out of the integral:

$$b(z)\simeq\frac{i\kappa a(z)}{g}\left(1-e^{-gz}\right)\longrightarrow\frac{i\kappa a(z)}{g}\quad(\gamma z\gg1).$$

Since $|g|^2=\gamma^2+\delta^2$,

$$\frac{|b|^2}{|a|^2}\simeq\frac{\kappa^2}{\gamma^2+\delta^2}.$$

Substitution into $a'=i\kappa b$ gives $a'=-(\kappa^2/g)a$. The power in guide 1 decays at twice the real part of $\kappa^2/g$. Because $1/g=(\gamma+i\delta)/(\gamma^2+\delta^2)$, this rate is

$$\Gamma=\frac{2\kappa^2\gamma}{\gamma^2+\delta^2},\qquad \Gamma=\frac{2\kappa^2}{\gamma}\quad\text{for }\delta=0.$$

The matched result has a direct reading. The film absorbs at $2\gamma$ but holds a fraction $\kappa^2/\gamma^2$ of the power in guide 1. Two inverse powers of $\gamma$ from the suppressed transfer, against one direct power from the absorption, leave one inverse power.

## Where the loss turns over

The approximation needs $|g|\gg\kappa$, as the full solution shows. Differentiate $a'=i\kappa b$ and insert $b'$:

$$a''=i\kappa(i\kappa a-gb)=-\kappa^2a-g(i\kappa b)=-\kappa^2a-ga'.$$

A trial solution $e^{\lambda z}$ requires $\lambda^2+g\lambda+\kappa^2=0$, hence

$$\lambda_\pm=-\frac g2\pm s,\qquad s=\sqrt{\frac{g^2}{4}-\kappa^2}.$$

Write $a=C_+e^{\lambda_+z}+C_-e^{\lambda_-z}$. The initial conditions $a(0)=1$ and $a'(0)=i\kappa b(0)=0$ give

$$C_+=\frac{g/2+s}{2s},\qquad C_-=\frac{s-g/2}{2s}.$$

Collecting the exponentials, and then using $b=a'/(i\kappa)$ with $\lambda_+\lambda_-=\kappa^2$, yields

$$a=e^{-gz/2}\left[\cosh sz+\frac{g}{2s}\sinh sz\right],\qquad b=\frac{i\kappa}{s}e^{-gz/2}\sinh sz.$$

Take $\delta=0$ and hold $\kappa$ fixed. For $\gamma<2\kappa$, $s$ is imaginary: power oscillates between the guides, and both modes decay in power at the rate $\gamma$. More absorption then means faster decay over a long length.

For $\gamma>2\kappa$, $s$ is real and the oscillation is gone. The slower power decay rate is

$$\Gamma_{\rm slow}=2\left(\frac\gamma2-\sqrt{\frac{\gamma^2}{4}-\kappa^2}\right)=\frac{2\kappa^2}{\gamma/2+\sqrt{\gamma^2/4-\kappa^2}}.$$

The second form follows on multiplying and dividing by the sum of the two terms. Its denominator grows with $\gamma$, so the rate falls. The turning point for the long-length decay is thus $\gamma=2\kappa$, where the rate is $2\kappa$.

Far above it, $\sqrt{\gamma^2/4-\kappa^2}\simeq\gamma/2-\kappa^2/\gamma$, and

$$\Gamma_{\rm slow}\simeq\frac{2\kappa^2}{\gamma}\left(1+\frac{\kappa^2}{\gamma^2}\right).$$

With detuning, the slow root is $\lambda_+=-\kappa^2/(g/2+s)$, which tends to $-\kappa^2/g$ for $|g|\gg\kappa$. This recovers the general rate $\Gamma$.

## Loss in a device of finite length

At the entrance guide 2 is empty, and the absorption takes some distance to settle to its steady share. For weak total transfer set $a\simeq1$ in the build-up formula. The power balance gives

$$1-P(L)\simeq\frac{2\gamma\kappa^2}{|g|^2}\int_0^L\left(1-2\,\mathrm{Re}\,e^{-gz}+e^{-2\gamma z}\right)dz.$$

When $\gamma L\gg1$, the exponentials have died out at the exit, and

$$1-P(L)\simeq\frac{2\gamma\kappa^2}{|g|^2}\left[L-2\,\mathrm{Re}\frac1g+\frac1{2\gamma}\right].$$

For matched guides the bracket is $L-3/(2\gamma)$: the entrance saves the loss of a length $3/(2\gamma)$. For $|\delta|>\sqrt3\,\gamma$ the bracket exceeds $L$ instead: the power in guide 2 overshoots its steady value while settling, by enough to outweigh the initial deficit, and the entrance adds a little loss.

If the decay along guide 1 is appreciable, keep the slow exponential of the full solution. For $\delta=0$ and $\gamma\gg\kappa$, $s\simeq\gamma/2-\kappa^2/\gamma$, so $C_+^2\simeq1+2\kappa^2/\gamma^2$. The corresponding prefactor of $|b|^2$ is $(\kappa/2s)^2\simeq\kappa^2/\gamma^2$. Adding them,

$$P(L)\simeq\left(1+\frac{3\kappa^2}{\gamma^2}\right)e^{-2\kappa^2L/\gamma}.$$

The next correction to the exponent, of size $2\kappa^4L/\gamma^3$, has been dropped. It must be small beside the retained $3\kappa^2/\gamma^2$, so $\kappa^2L/\gamma$ must be well below $3/2$; for longer couplers use the full solution.

The opposite limit, $\gamma\ll\kappa$ with $\gamma L\ll1$, has $|b|^2\simeq\sin^2\kappa z$ when $\delta=0$. Therefore

$$1-P(L)\simeq2\gamma\int_0^L\sin^2\kappa z\,dz=\gamma\left(L-\frac{\sin2\kappa L}{2\kappa}\right).$$

At the full transfer length $L=\pi/(2\kappa)$ the sine vanishes and the loss is $\gamma L$. Loss rises with $\gamma$ at this end and falls at the other.

## How large the effect is

Take a wavelength of 1550 nm, $\kappa=0.05$ µm⁻¹, and $L=\pi/(2\kappa)=31.4$ µm. Let the crystalline film give guide 2 an imaginary effective index $k=0.1$. Then

$$\gamma=\frac{2\pi k}{\lambda_0}=\frac{2\pi(0.1)}{1.55}=0.405\ \text{µm}^{-1},$$

where $\lambda_0$ is the vacuum wavelength. This is 8.1 times $\kappa$. The build-up length $1/\gamma$ is 2.47 µm, much shorter than the coupler.

For matched guides the inverse law gives $2(0.05)^2/0.405=0.0123$ µm⁻¹. The finite-length estimate is

$$P\simeq[1+3(0.0152)]\,e^{-0.01233\times31.416}=0.710,$$

against 0.707 from the full model. The loss is 29.3%, or 1.50 dB. Guide 2 delivers 1.1% of the input power at its exit, a crosstalk of about −19.6 dB.

The following values hold $\kappa$, $L$ and $\delta=0$ fixed and change the film absorption alone.

| $k$ | $\gamma/\kappa$ | Total loss (dB) |
|---:|---:|---:|
| 0.001 | 0.08 | 0.54 |
| 0.010 | 0.81 | 3.76 |
| 0.0173 | 1.40 | 4.33 |
| 0.050 | 4.05 | 2.69 |
| 0.100 | 8.11 | 1.50 |
| 0.200 | 16.2 | 0.79 |

The third row is the computed maximum. It lies at $1.40\kappa$ rather than $2\kappa$ because it maximizes a different quantity: the loss over this particular length, including the entrance and both modes, instead of the slow decay rate.

Doubling $k$ from 0.1 to 0.2 lowers the loss in decibels by a factor of 1.9, slightly less than two. The entrance accounts for this. Its saving shrinks from 3.7 to 1.85 µm, so the effective absorbing length $L-3/(2\gamma)$ grows from 27.7 to 29.6 µm while the rate halves.

## Mismatch changes the rule

Crystallization also changes the real index. At fixed $\delta$ and $\kappa$, with $|g|\gg\kappa$, differentiate the general rate:

$$\frac{d\Gamma}{d\gamma}=2\kappa^2\frac{\delta^2-\gamma^2}{(\gamma^2+\delta^2)^2}.$$

More absorption increases the loss rate until $\gamma=|\delta|$ and reduces it beyond. In terms of effective indices, the turning point is $k=|\Delta n|$. The inverse law itself needs $\gamma\gg|\delta|$ as well as $\gamma\gg\kappa$.

Add a real mismatch $\Delta n=0.2$ to the example, so $\delta=0.811$ µm⁻¹, twice $\gamma$. The rate drops by $1+(\delta/\gamma)^2=5$, and the computed loss falls from 1.50 to 0.34 dB. Here the contributions to guide 2 lose their common phase as well as being absorbed.

Now double $k$ to 0.2 at this fixed mismatch. The loss rises to 0.41 dB. The film has moved from $\gamma=|\delta|/2$ to $\gamma=|\delta|$, the worst absorption for long-length decay at this mismatch in the two-mode model. A low loss in the crystalline state is therefore not by itself evidence that absorption is doing the protecting.

## Real devices and the limits of the model

The parameters are round values in the rough regime of a thin chalcogenide phase-change film on a high-index telecom waveguide; they do not describe a particular compound. One assumption that a real switch can break seriously is $\delta=0$ in the crystalline state. Crystallization of the common telluride memory alloys raises the real index substantially along with the absorption. A switch meant to transfer light in its amorphous state is matched there, and hence mismatched after crystallization. For the assumed $\Delta n=0.2$, this moves the model's loss from 1.50 to 0.34 dB. The matched example isolates absorption; it is not a prediction for such a switch.

The two-mode description can be compared with the scalar wave equation for two slab guides. The slabs have core index 2.4, cladding index 1.5, width 0.4 µm and gap 0.44 µm, which gives $\kappa=0.0496$ µm⁻¹. Absorption is spread through the core of guide 2. As its imaginary core index rises through 0.05, 0.1 and 0.2, the power decay rate of the less lossy coupled mode falls from 0.0276 to 0.0133 to 0.0070 µm⁻¹. The grid spacing of 0.02 µm makes these rates about 0.5% too low, which does not affect the trend. The fall is thus present without the two-mode assumption.

Relative to the two-mode rates, these values are higher by 0.3%, 2% and 9%. With the core index raised by 0.2 and an imaginary part of 0.1, the excess is 19%. The raised core also supports a second, weakly guided mode, which the two-mode model leaves out. The simple model is better for matched guides than for this mismatched pair.

One omitted contribution is direct absorption of guide 1's tail. An imaginary core index $k_c$ changes $n^2$ by about $2ink_c$. First-order perturbation theory changes $\beta_1^2$ by $k_0^2(2ink_c)F$, where $k_0=2\pi/\lambda_0$ and $F$ is the fraction of $\int E^2dx$ in the core of guide 2. Division by $2\beta_1$ gives the change in $\beta_1$, and twice its imaginary part gives

$$\Gamma_{\rm tail}=\frac{2k_0^2nk_cF}{\beta_1}.$$

For $k_c=0.1$ this is 0.00037 µm⁻¹, or 3% of the example's inverse-law rate. It grows with absorption while the transfer loss falls, so their ratio grows as the square: about 12% at twice the absorption. This is comparable with the 9% excess above, although the comparison does not isolate its cause. The inverse law should not be extrapolated to arbitrarily large absorption.

Other omitted effects can be sized in the same way. The mode fields overlap by 0.06 in amplitude, or 0.4% in power. Reflection at the film edge, estimated from the purely imaginary index step of the matched example, is 0.06% of the power in guide 2; with a real index step of 0.2 added, the same estimate gives about 0.25%. An assumed background loss of 2 dB/cm adds 0.006 dB.

Heating scales with input power. At 1 mW the inverse-law rate corresponds to 12.3 W/m. This is a slight overestimate: guide 2 is empty at the input, so the heat per length starts from zero and peaks at about 11 W/m some 10 µm along. Treat this as a line source of radius $r=0.2$ µm in oxide of conductivity $K=1.4$ W/(m K), at $h=2$ µm from a plane heat sink. An opposite image source keeps the plane at fixed temperature, and the steady rise is

$$\Delta T=\frac{q'}{2\pi K}\ln\frac{2h}{r}=\frac{12.3}{2\pi(1.4)}\ln20\simeq4.2\ \text{K},$$

where $q'$ is the heat per length. With these assumptions 10 mW would give about 42 K, enough to call for a proper thermal calculation.

## What to do in a design calculation

Compute the complex effective index of the isolated loaded guide in both film states. Its difference from guide 1 gives $\delta$ and $\gamma$. For a matched, lossless pair the coupled equations have propagation constants $\beta_1\pm\kappa$, so half the splitting of the two coupled modes gives $\kappa$. Then compare $|\gamma-i\delta|$ with $\kappa$ before using the simple rate. Near the turnover, use the full solution.

Do not judge a film by its crystalline loss alone. Suppose the amorphous state is matched and weakly absorbing, with rate $\gamma_a$, and choose $L=\pi/(2\kappa)$ for full transfer. To leading order the losses in the two states are

$$\text{amorphous: }\gamma_aL=\frac{\pi\gamma_a}{2\kappa},\qquad\text{crystalline: }\Gamma L=\frac{\pi\kappa\gamma}{\gamma^2+\delta^2}.$$

Weaker coupling protects the crystalline state but lengthens the device and raises the amorphous loss. The two are equal when

$$\kappa^2=\frac{\gamma_a(\gamma^2+\delta^2)}{2\gamma}.$$

For an assumed amorphous $k=0.001$, and the crystalline values $k=0.1$ and $\Delta n=0.2$, this gives $\kappa\simeq0.064$ µm⁻¹, a length near 25 µm and about 0.4 dB in each state. At the original $\kappa=0.05$ µm⁻¹ the amorphous state is the lossier one, 0.54 against 0.34 dB, despite an absorption coefficient one hundred times smaller: its light passes through the film-covered guide.

When comparing candidate films, change $n$ and $k$ together as the material does. If the coupler is rematched for each film, stronger absorption reduces the long-length loss once $\gamma>2\kappa$, within the two-mode model. If a large mismatch is left in place, the two-mode threshold is instead near $\gamma=|\delta|$. Do not use this as a sharp design limit: for the slab pair with the core index of guide 2 raised by 0.2, the wave equation puts the maximum loss rate near $\gamma=1.4|\delta|$, and the rate is only about 9% lower at twice that absorption.

## Values computed for the example and the checks

```
Phase-matched example
wavelength = 1550 nm; kappa = 0.050 1/um
full transfer length = 31.416 um
film imaginary effective index = 0.100
gamma = 0.4054 1/um; gamma/kappa = 8.107
isolated loaded guide loss = 3.521 dB/um
build-up length 1/gamma = 2.467 um
(kappa/gamma)^2 = 0.01521
exit power ratio guide 2/guide 1 = 0.01570
exit powers: guide 1 = 0.6963, guide 2 = 0.01093
inverse-law loss rate = 0.01233 1/um
exact slow loss rate = 0.01253 1/um
total power: exact = 0.7073, estimate = 0.7097
total loss = 0.2927 = 1.504 dB
long-length turning point gamma/kappa = 2.000
worst gamma/kappa at this length = 1.400
worst imaginary effective index = 0.0173
worst total loss = 0.6311 = 4.331 dB
Total loss at other film absorptions (phase matched)
imag. index 0.001: loss 0.1166 = 0.538 dB
imag. index 0.010: loss 0.5790 = 3.757 dB
imag. index 0.050: loss 0.4612 = 2.685 dB
imag. index 0.100: loss 0.2927 = 1.504 dB
imag. index 0.200: loss 0.1672 = 0.795 dB
With real index mismatch 0.20: delta = 0.8107 1/um
detuned loss, imag. index 0.1 = 0.337 dB
detuned loss, imag. index 0.2 = 0.412 dB
Wave-equation check: two slabs, no coupled-mode assumption
core/cladding index 2.4/1.5; width 0.4 um; gap 0.44 um
slab kappa = 0.04956 1/um
core k 0.01: gamma 0.0384, wave rate 0.03724, model 0.03838 1/um
core k 0.05: gamma 0.1920, wave rate 0.02763, model 0.02756 1/um
core k 0.10: gamma 0.3843, wave rate 0.01328, model 0.01300 1/um
core k 0.20: gamma 0.7707, wave rate 0.00699, model 0.00640 1/um
core index raised by 0.2, k 0.10: wave rate 0.00302, model 0.00253 1/um
Neglected effects
direct tail absorption = 0.000370 1/um, 3.00 % of inverse-law rate
mode overlap: amplitude 0.0613, power 0.00376
slab effective index = 2.1153
film-edge power reflection in guide 2 = 0.000558
background 2.0 dB/cm gives 0.00628 dB
heating inputs: 1.0 mW, 1.4 W/(m K), sink 2.0 um, radius 0.2 um
heat per length = 12.335 W/m; temperature rise = 4.20 K
```
